# The 3A2 ground triplet of the axial neutral divacancy in SiC: verification in Python

```python
"""
Result under test: the axial neutral divacancy in SiC (point group C3v) has
six dangling bonds and six electrons. If both a1 levels lie below the
carbon-like e level, and this below the silicon-like e level, the leading
configuration is a1^2 a1^2 e^2, and its lowest term is 3A2.

Symbols: a,b,c carbon hybrids, S their overlap; ex,ey the e orbitals;
J=(xx|xx), K=(xy|xy) Coulomb integrals in charge-density notation;
U on-site and V intersite repulsion; t hopping strength (matrix element -t);
D,E axial and transverse zero-field splitting; R carbon-carbon distance.
Energies are in hartree unless a label says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]


def lift(h, n):
    """One-body operator h in the space of n same-spin electrons."""
    dets = list(combinations(range(len(h)), n))
    index = {d: i for i, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)))
    for col, occ in enumerate(dets):
        for place, q in enumerate(occ):
            for p in range(len(h)):
                if p != q and p in occ:
                    continue
                new = list(occ)
                new[place] = p
                swaps = sum(x > y for x, y in combinations(new, 2))
                out[index[tuple(sorted(new))], col] += (-1) ** swaps * h[p, q]
    return out


def transform(g, n):
    """Orbital transformation g acting on n same-spin electrons."""
    dets = list(combinations(range(len(g)), n))
    return np.array([[np.linalg.det(g[np.ix_(i, j)]) for j in dets]
                     for i in dets])


def both_spins(h, n_up, n_dn):
    up, dn = lift(h, n_up), lift(h, n_dn)
    return np.kron(up, np.eye(len(dn))) + np.kron(np.eye(len(up)), dn)


def hubbard(h, u, n_up, n_dn):
    """Many-electron Hamiltonian with on-site repulsion u."""
    m = len(h)
    occ = [np.array([[i in d for i in range(m)]
                     for d in combinations(range(m), n)], float)
           for n in (n_up, n_dn)]
    return both_spins(h, n_up, n_dn) + np.diag(u * (occ[0] @ occ[1].T).ravel())


# Site permutations of C3v for the three carbon atoms
rotation = np.eye(3)[[2, 0, 1]]
mirrors = [np.eye(3)[[0, 2, 1]], np.eye(3)[[2, 1, 0]], np.eye(3)[[1, 0, 2]]]

# Carbon hybrids around an ideal silicon vacancy at the origin
distance = 3.6
angles = 2 * np.pi * np.arange(3) / 3
sites = distance * np.array([[np.sqrt(8) / 3 * np.cos(w),
                              np.sqrt(8) / 3 * np.sin(w), -1 / 3]
                             for w in angles])
R = np.linalg.norm(sites[0] - sites[1])
mol = gto.M(atom=[("C", tuple(r)) for r in sites], basis="sto-3g",
            unit="Bohr", verbose=0)
hyb = np.zeros((mol.nao_nr(), 3))
for i, r in enumerate(sites):
    hyb[5 * i + 1, i] = 0.5
    hyb[5 * i + 2:5 * i + 5, i] = -np.sqrt(3) / 2 * r / distance
overlap = hyb.T @ mol.intor("int1e_ovlp") @ hyb
S = overlap[0, 1]
eri_ao = mol.intor("int2e")


def coulomb(c):
    return np.einsum("ijkl,ip,jq,kr,ls->pqrs", eri_ao, c, c, c, c,
                     optimize=True)


e_orb = np.column_stack([np.array([2, -1, -1]) / np.sqrt(6 * (1 - S)),
                         np.array([0, 1, -1]) / np.sqrt(2 * (1 - S))])
a_orb = np.ones(3) / np.sqrt(3 * (1 + 2 * S))
all_orb = np.column_stack([a_orb, e_orb])
assert np.allclose(all_orb.T @ overlap @ all_orb, np.eye(3), atol=1e-8)

# Level formulas against the generalized eigenvalue problem
alpha = -0.4
for beta in (-0.1, 0.1):
    h3 = beta * np.ones((3, 3)) + (alpha - beta) * np.eye(3)
    level_a = (alpha + 2 * beta) / (1 + 2 * S)
    level_e = (alpha - beta) / (1 - S)
    assert np.allclose(eigh(h3, overlap, eigvals_only=True),
                       sorted([level_a, level_e, level_e]), atol=1e-7)
    assert (level_a < level_e) == (beta - alpha * S < 0)

# Two electrons in the e orbitals: diagonalize the Coulomb repulsion
g_e = coulomb(hyb @ e_orb)
J, Jxy, K = g_e[0, 0, 0, 0], g_e[0, 0, 1, 1], g_e[0, 1, 0, 1]
terms, vectors = np.linalg.eigh(g_e.transpose(0, 2, 1, 3).reshape(4, 4))
assert K > 0 and abs(J - Jxy - 2 * K) < 1e-7
assert np.allclose(terms, [J - 3 * K, J - K, J - K, J + K], atol=1e-7)
lowest = vectors[:, 0].reshape(2, 2)
assert np.allclose(lowest, -lowest.T, atol=1e-7)


def pair_character(g, v):
    d = e_orb.T @ overlap @ g @ e_orb
    return v @ np.kron(d, d) @ v


chi_rot = pair_character(rotation, vectors[:, 0])
chi_mir = [pair_character(m, vectors[:, 0]) for m in mirrors]
assert abs(chi_rot - 1) < 1e-7 and np.allclose(chi_mir, -1, atol=1e-7)
for g in [rotation] + mirrors:
    assert abs(pair_character(g, vectors[:, 3]) - 1) < 1e-7
    d = e_orb.T @ overlap @ g @ e_orb
    trace_E = np.trace(vectors[:, 1:3].T @ np.kron(d, d) @ vectors[:, 1:3])
    assert abs(trace_E - np.trace(d)) < 1e-7

# Site picture in symmetrically orthonormalized carbon orbitals
w, q = np.linalg.eigh(overlap)
inv_root = q @ np.diag(w ** -0.5) @ q.T
root = q @ np.diag(w ** 0.5) @ q.T
g_site = coulomb(hyb @ inv_root)
U_site, V_site = g_site[0, 0, 0, 0], g_site[0, 0, 1, 1]
K_site = (U_site - V_site) / 6
# The tolerance covers the neglected differential overlap
assert abs(K_site / K - 1) < 0.2
e_site = root @ e_orb
pair_amp = e_site @ lowest @ e_site.T
pair_weight = np.array([2 * pair_amp[i, j] ** 2
                        for i, j in ((0, 1), (1, 2), (2, 0))])
assert np.allclose(pair_weight, 1 / 3, atol=1e-7)

# Carbon triangle with four electrons, beyond first order
t_c = 0.015
triangle = -t_c * (np.ones((3, 3)) - np.eye(3))
gap_of_u = {}
for ratio in (1e-3, 0.1, 1.0, 5.0, 20.0, 1e4):
    u = ratio * t_c
    triplet = np.linalg.eigvalsh(hubbard(triangle, u, 3, 1))
    mixed = np.linalg.eigvalsh(hubbard(triangle, u, 2, 2))
    assert abs(triplet[0] - (u - 2 * t_c)) < 1e-9
    assert abs(mixed[0] - triplet[0]) < 1e-9
    assert mixed[1] < triplet[1]
    gap_of_u[ratio] = mixed[1] - mixed[0]
    assert gap_of_u[ratio] > 0
assert abs(gap_of_u[1e-3] / (1e-3 * t_c / 3) - 1) < 0.01
assert abs(gap_of_u[1e4] / t_c - 1) < 0.01

# Six dangling bonds, six electrons: carbon sites first, then silicon
t_si, offset, u_model = 0.035, 0.055, 0.075


def six_sites(si_energy, same, other):
    cross = -other * np.ones((3, 3)) - (same - other) * np.eye(3)
    silicon = (-t_si * (np.ones((3, 3)) - np.eye(3))
               + si_energy * np.eye(3))
    return np.block([[triangle, cross], [cross.T, silicon]])


projectors = {}
for name, start in (("C", 0), ("Si", 3)):
    block = slice(start, start + 3)
    for irrep, mat in (("a1", np.ones((3, 3)) / 3),
                       ("e", np.eye(3) - np.ones((3, 3)) / 3)):
        p = np.zeros((6, 6))
        p[block, block] = mat
        projectors[irrep + "(" + name + ")"] = p

reports = []
for same, other in ((0.002, 0.004), (0.004, 0.002)):
    h6 = six_sites(offset, same, other)
    levels, orbitals = np.linalg.eigh(h6)
    assert levels[1] < levels[2] - 1e-4 and levels[3] < levels[4] - 1e-4
    assert abs(levels[2] - levels[3]) < 1e-10
    e_triplet, psi = np.linalg.eigh(hubbard(h6, u_model, 4, 2))
    e_zero = np.linalg.eigvalsh(hubbard(h6, u_model, 3, 3))
    e_quintet = np.linalg.eigvalsh(hubbard(h6, u_model, 5, 1))
    ground = psi[:, 0]
    assert abs(e_zero[0] - e_triplet[0]) < 1e-9
    assert e_quintet[0] > e_triplet[0] + 1e-6
    assert e_zero[1] > e_zero[0] + 1e-6
    assert e_triplet[1] > e_zero[1] + 1e-6
    characters = []
    for g in [rotation] + mirrors:
        g6 = np.kron(np.eye(2), g)
        action = np.kron(transform(g6, 4), transform(g6, 2))
        characters.append(ground @ action @ ground)
    assert np.allclose(characters, [1, -1, -1, -1], atol=1e-7)
    filling = {k: ground @ both_spins(p, 4, 2) @ ground
               for k, p in projectors.items()}
    assert abs(filling["e(C)"] - 2) < 0.15
    reports.append((levels, e_zero[1] - e_zero[0], filling, characters))
    # Weak repulsion: filled a1 shells leave the e^2 splittings intact
    weak = 1e-5
    k_weak = weak * np.sum((orbitals[:, 2] * orbitals[:, 3]) ** 2)
    e_weak = np.linalg.eigvalsh(hubbard(h6, weak, 3, 3))[:4]
    assert np.allclose((e_weak - e_weak[0]) / k_weak, [0, 2, 2, 4], atol=0.04)

# High silicon levels: the triplet ground state is lost
high_offset = 0.25
h_high = six_sites(high_offset, 0.002, 0.004)
high_zero = np.linalg.eigvalsh(hubbard(h_high, u_model, 3, 3))[0]
high_one = np.linalg.eigvalsh(hubbard(h_high, u_model, 4, 2))[0]
assert high_zero < high_one - 1e-6

# Dipolar coupling of two spins, averaged over the carbon pairs
mu_b = const.physical_constants["Bohr magneton"][0]
g_factor = abs(const.physical_constants["electron g factor"][0])
dipole = const.mu_0 * (g_factor * mu_b) ** 2 / (4 * np.pi * const.h) / 1e6
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_1 = [np.kron(s / 2, np.eye(2)) for s in pauli]
spin_2 = [np.kron(np.eye(2), s / 2) for s in pauli]
h_dip = np.zeros((4, 4), complex)
for weight, (i, j) in zip(pair_weight, ((0, 1), (1, 2), (2, 0))):
    r = (sites[i] - sites[j]) * BOHR
    length = np.linalg.norm(r)
    n = r / length
    for x in range(3):
        for y in range(3):
            factor = (x == y) - 3 * n[x] * n[y]
            h_dip += (weight * dipole / length ** 3 * factor
                      * spin_1[x] @ spin_2[y])
basis = np.array([[1, 0, 0, 0], [0, 2 ** -0.5, 2 ** -0.5, 0],
                  [0, 0, 0, 1]]).T
h_trip = basis.T @ h_dip @ basis
D = (h_trip[0, 0] - h_trip[1, 1]).real
E_zfs = abs(h_trip[0, 2])
D_formula = 0.75 * dipole / (R * BOHR) ** 3
assert abs(D / D_formula - 1) < 1e-7 and D > 0 and E_zfs < 1e-5 * D
assert np.allclose(h_trip, np.diag(np.diag(h_trip)), atol=1e-5 * D)

print("CARBON HYBRIDS, STO-3G, BARE COULOMB INTEGRALS")
print(f"vacancy-carbon distance          {distance:.2f} bohr")
print(f"carbon-carbon distance R         {R:.4f} bohr")
print(f"hybrid overlap S                 {S:.5f}")
print(f"J = (xx|xx)                      {J:.5f} hartree")
print(f"(xx|yy)                          {Jxy:.5f} hartree")
print(f"K = (xy|xy)                      {K:.5f} hartree")
print(f"repulsion energy 3A2             {terms[0]:.5f} hartree")
print(f"repulsion energy 1E              {terms[1]:.5f} hartree")
print(f"repulsion energy 1A1             {terms[3]:.5f} hartree")
print(f"splitting 1E - 3A2               {terms[1]-terms[0]:.5f} hartree")
print(f"the same splitting               {(terms[1]-terms[0])*HARTREE_EV:.3f} eV")
print(f"triplet character, rotation      {chi_rot:+.3f}")
print(f"triplet character, mirror        {chi_mir[0]:+.3f}")
print(f"site repulsion U                 {U_site:.5f} hartree")
print(f"intersite repulsion V            {V_site:.5f} hartree")
print(f"(U-V)/6                          {K_site:.5f} hartree")
print(f"weight of each carbon pair       {pair_weight[0]:.5f}")
print("CARBON TRIANGLE, FOUR ELECTRONS")
for ratio, gap in gap_of_u.items():
    print(f"U/t = {ratio:<8g} singlet gap / t   {gap/t_c:.6f}")
print("SIX-ORBITAL MODEL")
print(f"carbon hopping t_C               {1e3*t_c:.1f} mhartree")
print(f"silicon hopping t_Si             {1e3*t_si:.1f} mhartree")
print(f"silicon site energy              {1e3*offset:.1f} mhartree")
print(f"on-site repulsion                {1e3*u_model:.1f} mhartree")
for title, couplings, rep in zip(("staggered", "eclipsed"),
                                 ("2 and 4", "4 and 2"), reports):
    print(f"{title}: C-Si hopping same/other plane {couplings} mhartree")
    print(" levels (mhartree)", " ".join(f"{1e3*x:.2f}" for x in rep[0]))
    print(" occupations", " ".join(f"{k}={v:.3f}" for k, v in rep[2].items()))
    print(f" characters: rotation {rep[3][0]:+.3f}, mirror {rep[3][1]:+.3f}")
    print(f" gap from 3A2 to lowest singlet  {1e3*rep[1]:.3f} mhartree")
print(f"high silicon site energy         {1e3*high_offset:.1f} mhartree")
print(f"triplet above singlet there      {1e3*(high_one-high_zero):.3f} mhartree")
print("POINT-DIPOLE ZERO-FIELD SPLITTING")
print(f"R                                {R*BOHR*1e9:.5f} nm")
print(f"dipolar constant                 {dipole*1e27:.4f} MHz nm^3")
print(f"D                                {D:.1f} MHz")
print(f"|E|/D below 1e-5                 {E_zfs < 1e-5*D}")
print("PASS")
```

Output:

```
CARBON HYBRIDS, STO-3G, BARE COULOMB INTEGRALS
vacancy-carbon distance          3.60 bohr
carbon-carbon distance R         5.8788 bohr
hybrid overlap S                 0.03488
J = (xx|xx)                      0.49031 hartree
(xx|yy)                          0.30522 hartree
K = (xy|xy)                      0.09255 hartree
repulsion energy 3A2             0.21267 hartree
repulsion energy 1E              0.39777 hartree
repulsion energy 1A1             0.58286 hartree
splitting 1E - 3A2               0.18510 hartree
the same splitting               5.037 eV
triplet character, rotation      +1.000
triplet character, mirror        -1.000
site repulsion U                 0.75620 hartree
intersite repulsion V            0.21449 hartree
(U-V)/6                          0.09028 hartree
weight of each carbon pair       0.33333
CARBON TRIANGLE, FOUR ELECTRONS
U/t = 0.001    singlet gap / t   0.000333
U/t = 0.1      singlet gap / t   0.032601
U/t = 1        singlet gap / t   0.267949
U/t = 5        singlet gap / t   0.683375
U/t = 20       singlet gap / t   0.905190
U/t = 10000    singlet gap / t   0.999800
SIX-ORBITAL MODEL
carbon hopping t_C               15.0 mhartree
silicon hopping t_Si             35.0 mhartree
silicon site energy              55.0 mhartree
on-site repulsion                75.0 mhartree
staggered: C-Si hopping same/other plane 2 and 4 mhartree
 levels (mhartree) -35.00 -10.00 14.95 14.95 90.05 90.05
 occupations a1(C)=2.000 e(C)=1.998 a1(Si)=1.957 e(Si)=0.045
 characters: rotation +1.000, mirror -1.000
 gap from 3A2 to lowest singlet  10.012 mhartree
eclipsed: C-Si hopping same/other plane 4 and 2 mhartree
 levels (mhartree) -33.47 -11.53 14.95 14.95 90.05 90.05
 occupations a1(C)=2.000 e(C)=1.998 a1(Si)=1.957 e(Si)=0.045
 characters: rotation +1.000, mirror -1.000
 gap from 3A2 to lowest singlet  10.082 mhartree
high silicon site energy         250.0 mhartree
triplet above singlet there      90.864 mhartree
POINT-DIPOLE ZERO-FIELD SPLITTING
R                                0.31109 nm
dipolar constant                 52.0410 MHz nm^3
D                                1296.4 MHz
|E|/D below 1e-5                 True
PASS
```
